# Electron–electron cusp slopes from partial waves in the relative coordinate: a program that tests the result

```python
# Result under test: near the meeting point of two electrons, the partial wave l
# of the wavefunction in the relative coordinate r = r1 - r2 behaves as
#     r^l * (1 + lam * r / (2 (l + 1)) + O(r^2)),
# lam being the strength of the repulsion lam/r (lam = 1 is the physical one).
# Even l belongs to singlet pairs, odd l to triplet pairs.
# Test system: two electrons in the trap v(x) = omega^2 x^2 / 2 + kappa x^4.
# R is the centre-of-mass distance, c the cosine of the angle between r and R.
# States have zero total orbital angular momentum: sum over l of F_l(R, r) P_l(c).
# The radial basis is polynomial and imposes neither r^l nor any cusp slope.
# Hartree atomic units throughout.
import numpy as np
import sympy as sp
from numpy.polynomial.legendre import leggauss
from scipy.constants import physical_constants, angstrom
from scipy.interpolate import barycentric_interpolate
from scipy.linalg import eigh
from scipy.special import eval_jacobi, eval_legendre

N_REL, N_COM = 30, 14


def basis(x, length, count):
    """Orthonormal polynomials on [0, length], zero at both ends; derivatives."""
    t = 2 * np.asarray(x)[None, :] / length - 1
    n = np.arange(count)[:, None]
    p = eval_jacobi(n, 2.0, 2.0, t)
    lower = eval_jacobi(np.maximum(n - 1, 0), 3.0, 3.0, t)
    dp = np.where(n > 0, 0.5 * (n + 5) * lower, 0.0)
    square = 32 / (2 * n + 5) * (n + 1) * (n + 2) / ((n + 3) * (n + 4))
    norm = np.sqrt(square * length / 2)
    value = (1 - t**2) * p / norm
    slope = (2 / length) * (-2 * t * p + (1 - t**2) * dp) / norm
    return value, slope


def grid(length, count=40):
    t, w = leggauss(count)
    return length * (t + 1) / 2, w * length / 2


def solve(waves, omega, kappa, lam, r_max, com_max):
    """Lowest state built from the listed partial waves: energy, coefficients."""
    r, wr = grid(r_max)
    R, wR = grid(com_max)
    br, dbr = basis(r, r_max, N_REL)
    bR, dbR = basis(R, com_max, N_COM)
    assert np.allclose((br * wr) @ br.T, np.eye(N_REL), atol=1e-10)
    assert np.allclose((bR * wR) @ bR.T, np.eye(N_COM), atol=1e-10)
    c, wc = leggauss(12)
    mean = R[None, :, None]**2 + r[:, None, None]**2 / 4
    cross = r[:, None, None] * R[None, :, None] * c
    d1, d2 = mean + cross, mean - cross      # squared distances from the centre
    trap = 0.5 * omega**2 * (d1 + d2) + kappa * (d1**2 + d2**2)
    ang = [np.sqrt(l + 0.5) * eval_legendre(l, c) for l in waves]
    pair_r = (br * wr)[:, None, :] * br[None, :, :]
    pair_R = (bR * wR)[:, None, :] * bR[None, :, :]
    size = N_REL * N_COM
    H = np.zeros((len(waves) * size, len(waves) * size))
    for i, l in enumerate(waves):
        for j in range(len(waves)):
            w_rR = trap @ (wc * ang[i] * ang[j])
            over_R = np.tensordot(w_rR, pair_R, axes=(1, 2))
            block = np.tensordot(pair_r, over_R, axes=(2, 0))
            block = block.transpose(0, 2, 1, 3).reshape(size, size)
            if i == j:
                rel = (dbr * wr) @ dbr.T
                rel += (br * wr * (l * (l + 1) / r**2 + lam / r)) @ br.T
                com = (dbR * wR) @ dbR.T
                com += (bR * wR * l * (l + 1) / R**2) @ bR.T
                block = block + np.kron(rel, np.eye(N_COM))
                block += np.kron(np.eye(N_REL), com / 4)
            H[i*size:(i+1)*size, j*size:(j+1)*size] = block
    H = (H + H.T) / 2
    energy, vector = eigh(H, subset_by_index=[0, 0])
    return energy[0], vector[:, 0].reshape(len(waves), N_REL, N_COM)


points = 0.15 * np.arange(1, 8)


def short_range(value, slope):
    """Leading power, relative slope at r = 0, and local relative slopes."""
    growth = points * slope / value          # d ln(value) / d ln(r)
    power = float(barycentric_interpolate(points, growth, 0.0))
    local = (growth - round(power)) / points
    return power, float(barycentric_interpolate(points, local, 0.0)), local


def radial_parts(coef, r_max):
    """r-dependence of each partial wave, for every centre-of-mass function."""
    b, db = basis(points, r_max, N_REL)
    u = np.einsum('lia,ip->lap', coef, b)
    du = np.einsum('lia,ip->lap', coef, db)
    return u / points, du / points - u / points**2


def wave_law(coef, index, R, r_max, com_max):
    F, dF = radial_parts(coef, r_max)
    at_R = basis(np.array([R]), com_max, N_COM)[0][:, 0]
    return short_range(at_R @ F[index], at_R @ dF[index])


def density_law(coef, r_max):
    F, dF = radial_parts(coef, r_max)
    return short_range((F**2).sum((0, 1)), 2 * (F * dF).sum((0, 1)))


# Closed-form solution in a harmonic trap, for symbolic l
x, ell = sp.symbols('x ell', positive=True)
w = 1 / (2 * (ell + 1))
f = (1 + x / (2 * (ell + 1))) * sp.exp(-w * x**2 / 4)
residual = (-sp.diff(f, x, 2) - 2 * (ell + 1) / x * sp.diff(f, x)
            + (1 / x + w**2 * x**2 / 4 - (ell + sp.Rational(5, 2)) * w) * f)
assert sp.simplify(residual * sp.exp(w * x**2 / 4)) == 0

# The numerical solver against closed-form total energies
print("Harmonic trap, numerical energy against closed form (hartree):")
for name, waves, l, om, r_box, R_box in (
        ("singlet", (0, 2), 0, 0.5, 12.0, 5.5),
        ("triplet", (1, 3), 1, 0.25, 17.0, 8.0)):
    e_num = solve(waves, om, 0.0, 1.0, r_box, R_box)[0]
    e_exact = (l + 2.5) * om + (l + 1.5) * om    # relative + centre of mass
    assert abs(e_num - e_exact) < 1e-6
    print(f"  {name}, omega = {om}: {e_num:.6f}, exact {e_exact:.6f}")

omega, kappa, r_max, com_max = 0.5, 0.05, 8.0, 4.0
print(f"Quartic trap: omega = {omega} hartree, kappa = {kappa} hartree/bohr^4")
for name, waves in (("singlet", (0, 2, 4)), ("triplet", (1, 3, 5))):
    energy, coef = solve(waves, omega, kappa, 1.0, r_max, com_max)
    fewer = solve(waves[:2], omega, kappa, 1.0, r_max, com_max)[0]
    assert -1e-9 < fewer - energy < 1e-3
    print(f"{name}: energy = {energy:.4f} hartree")
    print(f"  energy rise without l = {waves[2]}: {fewer - energy:.1e} hartree")
    for index in (0, 1):
        l = waves[index]
        weight = (coef[index]**2).sum()
        assert weight > 1e-8                 # the wave is really present
        print(f"  l = {l}: weight in the state = {weight:.3e}")
        for R in (0.5, 1.0, 1.5):
            power, slope, local = wave_law(coef, index, R, r_max, com_max)
            assert abs(power - l) < 2e-3
            assert abs(slope - 1 / (2 * (l + 1))) < 2e-3
            print(f"    R = {R} bohr: power {power:.3f}, slope {slope:.4f} /bohr")
            if R == 1.0:
                print(f"      local slope at r = {points[0]:.2f}, {points[2]:.2f}"
                      f" bohr: {local[0]:.4f}, {local[2]:.4f} /bohr")
    power, slope, _ = density_law(coef, r_max)
    assert abs(power - 2 * waves[0]) < 2e-3
    assert abs(slope - 1 / (waves[0] + 1)) < 2e-3
    print(f"  pair density: power {power:.3f}, slope {slope:.4f} /bohr")
    for lam in (0.5, 0.0):
        weak = solve(waves[:2], omega, kappa, lam, r_max, com_max)[1]
        power, slope, _ = wave_law(weak, 0, 1.0, r_max, com_max)
        assert abs(power - waves[0]) < 2e-3
        assert abs(slope - lam / (2 * (waves[0] + 1))) < 2e-3
        print(f"  strength {lam}: l = {waves[0]} slope {abs(slope):.4f} /bohr")

bohr = physical_constants['Bohr radius'][0] / angstrom
print("Slope formula 1/(2(l+1)), in 1/bohr and 1/angstrom:")
for l in range(4):
    s = 1 / (2 * (l + 1))
    print(f"  l = {l}: {s:.4f} /bohr = {s / bohr:.4f} /angstrom")
print("OK")
```

Output:

```
Harmonic trap, numerical energy against closed form (hartree):
  singlet, omega = 0.5: 2.000000, exact 2.000000
  triplet, omega = 0.25: 1.500000, exact 1.500000
Quartic trap: omega = 0.5 hartree, kappa = 0.05 hartree/bohr^4
singlet: energy = 2.8963 hartree
  energy rise without l = 4: 2.3e-05 hartree
  l = 0: weight in the state = 9.985e-01
    R = 0.5 bohr: power 0.000, slope 0.5000 /bohr
    R = 1.0 bohr: power 0.000, slope 0.5000 /bohr
      local slope at r = 0.15, 0.45 bohr: 0.3946, 0.2010 /bohr
    R = 1.5 bohr: power 0.000, slope 0.5000 /bohr
  l = 2: weight in the state = 1.488e-03
    R = 0.5 bohr: power 2.000, slope 0.1667 /bohr
    R = 1.0 bohr: power 2.000, slope 0.1667 /bohr
      local slope at r = 0.15, 0.45 bohr: 0.1074, -0.0201 /bohr
    R = 1.5 bohr: power 2.000, slope 0.1667 /bohr
  pair density: power 0.000, slope 1.0000 /bohr
  strength 0.5: l = 0 slope 0.2500 /bohr
  strength 0.0: l = 0 slope 0.0000 /bohr
triplet: energy = 4.7387 hartree
  energy rise without l = 5: 5.4e-05 hartree
  l = 1: weight in the state = 9.976e-01
    R = 0.5 bohr: power 1.000, slope 0.2500 /bohr
    R = 1.0 bohr: power 1.000, slope 0.2500 /bohr
      local slope at r = 0.15, 0.45 bohr: 0.1622, -0.0087 /bohr
    R = 1.5 bohr: power 1.000, slope 0.2500 /bohr
  l = 3: weight in the state = 2.424e-03
    R = 0.5 bohr: power 3.000, slope 0.1250 /bohr
    R = 1.0 bohr: power 3.000, slope 0.1250 /bohr
      local slope at r = 0.15, 0.45 bohr: 0.0515, -0.0986 /bohr
    R = 1.5 bohr: power 3.000, slope 0.1250 /bohr
  pair density: power 2.000, slope 0.5000 /bohr
  strength 0.5: l = 1 slope 0.1250 /bohr
  strength 0.0: l = 1 slope 0.0000 /bohr
Slope formula 1/(2(l+1)), in 1/bohr and 1/angstrom:
  l = 0: 0.5000 /bohr = 0.9449 /angstrom
  l = 1: 0.2500 /bohr = 0.4724 /angstrom
  l = 2: 0.1667 /bohr = 0.3150 /angstrom
  l = 3: 0.1250 /bohr = 0.2362 /angstrom
OK
```
